# Comment: The Alpha Z Term Is Not Constant under Volume Change

**The argument under review.** A lattice constant is to be found from plane-wave pseudopotential energies computed at several cell volumes. The argument for leaving out the "alpha Z" term runs as follows.

1. The term contains neither the ionic positions nor the orbitals.
2. It therefore exerts no force and does not change the electron density.
3. A term with these properties is an additive constant in the energy.
4. An additive constant cannot move the minimum of an energy curve, so the term may be dropped.

Steps 1 and 2 are correct. Step 3 is correct for a fixed cell with fixed contents. Step 4 uses it for a set of cells with different volumes, and there it fails. To see by how much, one needs the origin of the term, its volume dependence, and its size next to the other contributions to the pressure.

## Where the term comes from

Atomic units are used in the algebra. A cell of volume $\Omega$ contains ions $a$ with valence charges $Z_a$ and $N=\sum_a Z_a$ electrons, so it is neutral. The local pseudopotential $V_a(r)$ is the potential energy of one electron near ion $a$. It approaches $-Z_a/r$ outside the core, and the difference

$$u_a(r)=V_a(r)+\frac{Z_a}{r},\qquad \alpha_a=\int d^3r\,u_a(r)$$

is short-ranged, so that $\alpha_a$ is finite.

The Hartree energy, the electron-ion energy and the ion-ion energy each diverge in an infinite crystal. To keep every step finite, replace the long-ranged $1/r$ by $e^{-\mu r}/r$ in all three, leave $u_a$ as it is, and let $\mu\to0$ at the end. The crystal is periodic throughout, which corresponds to zero macroscopic electric field. The integral of the screened interaction over all space is

$$\int d^3r\,\frac{e^{-\mu r}}{r}=4\pi\int_0^\infty r\,e^{-\mu r}dr=\frac{4\pi}{\mu^2}.$$

The $\mathbf G=0$ part of an interaction energy is what remains when each density is replaced by its cell average. For the electrons this average is $N/\Omega$. The three parts are

$$E_H^{(0)}=\frac12\,N\,\frac N\Omega\,\frac{4\pi}{\mu^2}=\frac{2\pi N^2}{\Omega\mu^2},$$

$$E_{\rm loc}^{(0)}=\frac N\Omega\sum_a\left(-\frac{4\pi Z_a}{\mu^2}+\alpha_a\right)=-\frac{4\pi N^2}{\Omega\mu^2}+\frac{N}{\Omega}\sum_a\alpha_a,$$

$$E_{II}^{(0)}=\frac12\sum_{ab}\frac{Z_aZ_b}{\Omega}\,\frac{4\pi}{\mu^2}=\frac{2\pi N^2}{\Omega\mu^2}.$$

Neutrality was used in the last two lines. The coefficients of $1/\mu^2$ add up to $2\pi-4\pi+2\pi=0$, and what is left is

$$\boxed{E_\alpha=\frac{N}{\Omega}\sum_a\alpha_a}$$

The remaining parts have ordinary limits for $\mu\to0$. The Hartree and local energies become the usual sums over $\mathbf G\neq0$. The ion-ion energy without its $\mathbf G=0$ part becomes the energy of point ions in a uniform neutralizing background: the ion-background energy is $-4\pi N^2/(\Omega\mu^2)$, the background's own energy is $+2\pi N^2/(\Omega\mu^2)$, and together they subtract $E_{II}^{(0)}$. This is the standard Ewald energy. Hence

$$E_H+E_{\rm loc}+E_{II}=E_H'+E_{\rm loc}'+E_{\rm Ewald}+E_\alpha,$$

where a prime means $\mathbf G\neq0$. For a charged cell the divergences do not cancel and this result does not apply.

The term has a direct meaning. The Ewald energy treats the ions as points, which attract a uniform electron density as $-Z_a/r$ down to $r=0$. $E_\alpha$ corrects this attraction for electrons spread uniformly through the cores. Where the pseudopotential is weaker than $-Z_a/r$, $u_a>0$ and the correction is an energy cost; where it is deeper, the correction is a gain. The sign of $\alpha_a$ therefore depends on the local potential, and both signs occur in practice. Compression raises the mean density $N/\Omega$ and with it the magnitude of $E_\alpha$.

## What the argument gets right

The ionic positions do not appear in $E_\alpha$. At fixed cell its derivative with respect to any position is zero, so it gives no force.

In the one-electron Hamiltonian the corresponding quantity is the cell average of the local plus Hartree potential, taken in the same limit $\mu\to0$ as above: $v_0=\sum_a\alpha_a/\Omega$. A constant potential shifts all eigenvalues by $v_0$ and leaves the orbitals, the occupations at fixed $N$, and the density unchanged. The energy shift is $Nv_0=E_\alpha$. This also fixes the bookkeeping when the total energy is built from the eigenvalue sum: if $v_0$ was left out of the Hamiltonian, $E_\alpha$ must be added; if $v_0$ was included, the eigenvalue sum already contains it.

The term cancels from the energy difference of two structures with the same atoms and the same volume. Cells of different size cause no difficulty: for $m$ formula units, $N$, $\sum_a\alpha_a$ and $\Omega$ all grow by the factor $m$, and so does $E_\alpha$. If atoms are added or replaced by other elements, however, $N\sum_a\alpha_a$ generally changes, and the cancellation is lost even at fixed volume.

## Where it fails

Write $C=N\sum_a\alpha_a$, which is fixed by the contents of the cell. Let $E(\Omega)$ be the full energy and $\tilde E(\Omega)$ the energy without the alpha term. Since both have the same orbitals at each volume,

$$\tilde E(\Omega)=E(\Omega)-\frac C\Omega .$$

The omitted quantity is a function of the variable being optimized. With $P=-dE/d\Omega$ its pressure is

$$P_\alpha=-\frac{d}{d\Omega}\frac C\Omega=\frac{C}{\Omega^2}=\frac{E_\alpha}{\Omega},\qquad \tilde P=P-\frac{E_\alpha}{\Omega}.$$

For a general small strain $\epsilon_{ij}$ the volume changes by $\delta\Omega=\Omega\sum_i\epsilon_{ii}$. The stress, counted positive in tension, is therefore

$$\sigma^{\alpha}_{ij}=\frac1\Omega\frac{\partial E_\alpha}{\partial\epsilon_{ij}}=-\frac{E_\alpha}{\Omega}\,\delta_{ij}.$$

It is isotropic, so a strain that conserves volume does not feel it. Zero force on every atom thus does not imply zero stress on the cell: forces are derivatives at fixed cell, and stress is a derivative with respect to the cell.

At the true equilibrium volume $\Omega_0$ the full pressure vanishes, and the truncated one is $\tilde P(\Omega_0)=-E_\alpha/\Omega_0$. Suppose that $C>0$ and that, over the volumes considered, $E$ falls monotonically up to $\Omega_0$ and rises monotonically beyond it, so that $P\ge0$ for $\Omega\le\Omega_0$ and $P\le0$ for $\Omega\ge\Omega_0$. Then $\tilde P=P-C/\Omega^2<0$ for every $\Omega\ge\Omega_0$ considered, and a truncated equilibrium, if there is one, lies at a smaller volume. For $C<0$ one has $\tilde P>0$ for every $\Omega\le\Omega_0$ considered, which places it at a larger volume.

For small $C$ the shift follows from the bulk modulus $B=-\Omega\,dP/d\Omega$ at $\Omega_0$. Setting $\tilde P(\Omega_0+\delta\Omega)=0$ and expanding gives

$$-\frac{C}{\Omega_0^2}+\left(-\frac{B}{\Omega_0}+\frac{2C}{\Omega_0^3}\right)\delta\Omega+\dots=0 .$$

Since $\delta\Omega$ is itself of order $C$, the product $C\,\delta\Omega$ is of second order and is dropped:

$$\frac{\delta\Omega}{\Omega_0}\approx-\frac{E_\alpha}{\Omega_0B},\qquad \frac{\delta a}{a}\approx-\frac{E_\alpha}{3\Omega_0B}.$$

The factor $1/3$ comes from $\Omega\propto a^3$. The estimate requires $|E_\alpha|/\Omega_0\ll B$. The bracket also shows that the truncated curve has the modulus $B-2E_\alpha/\Omega_0$ at $\Omega_0$, which need not be positive.

## The size of alpha depends on a choice

A semilocal pseudopotential assigns a potential $V_l(r)$ to each angular momentum $l$, with projector $\hat P_l$. For any local potential $V_{\rm loc}$ with the same Coulomb tail,

$$\sum_l V_l\hat P_l=V_{\rm loc}+\sum_l\left(V_l-V_{\rm loc}\right)\hat P_l,$$

because the projectors add up to one. If all $l$ are kept, the operator does not depend on $V_{\rm loc}$, but $\alpha$ does; the last sum compensates. Dropping $E_\alpha$ removes one side of this compensation, and the resulting lattice constant then depends on an arbitrary choice.

The division between $E_{\rm Ewald}$ and $E_\alpha$ is likewise a convention. Consider one ion per cell with

$$V(r)=-\frac Zr\,{\rm erf}\!\left(\frac{r}{\sqrt2\,\sigma}\right),$$

the potential of a Gaussian charge of width $\sigma$. With $r=\sqrt2\,\sigma x$,

$$\alpha=4\pi Z\int_0^\infty r\,{\rm erfc}\!\left(\frac{r}{\sqrt2\,\sigma}\right)dr=8\pi Z\sigma^2\int_0^\infty x\,{\rm erfc}(x)\,dx=2\pi Z\sigma^2 .$$

The last integral is $1/4$: integration by parts turns it into $\pi^{-1/2}\int_0^\infty x^2e^{-x^2}dx$, and this Gaussian integral is $\sqrt\pi/4$.

Now split the ion-ion interaction as $1/r={\rm erf}(r/2\sigma)/r+{\rm erfc}(r/2\sigma)/r$. The first part is the interaction of two such Gaussians. The second is short-ranged, and by the same integral its space integral is $4\pi\sigma^2$. The Ewald energy has the whole $\mathbf G=0$ component removed, including that of the second part, which is $\frac12Z^2\,4\pi\sigma^2/\Omega$. Therefore

$$E_{\rm Ewald}=\frac{2\pi Z^2}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2\sigma^2}}{G^2}-\frac{Z^2}{2\sqrt\pi\,\sigma}+\frac{Z^2}2\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/2\sigma)}{R}-\frac{2\pi Z^2\sigma^2}{\Omega}.$$

The second term removes the self-energy of the Gaussian, which the reciprocal sum contains. The last term is $-Z\alpha/\Omega=-E_\alpha$. In the sum $E_{\rm Ewald}+E_\alpha$ it cancels, and the electrostatic energy can be computed from the total neutral charge density with no alpha term in sight. For this Gaussian ion, a program organized in this way has not omitted $E_\alpha$. A general local potential differs from the Gaussian one by a further short-ranged part $w_a(r)$, whose $\mathbf G=0$ contribution $(N/\Omega)\sum_a\int w_a\,d^3r$ must also be kept. A program that uses the standard Ewald energy has omitted $E_\alpha$ only if the term is neither added separately nor already contained in the local energy or the eigenvalue sum.

## A model crystal

The potential above is used for a simple-cubic model crystal with $Z=1$ and $\sigma=0.900$ Å. The Kohn-Sham equations are solved in plane waves with Slater exchange and Wigner correlation, without spin polarization. Fermi smearing with $kT=0.250$ eV is applied, so the energy $E$ above is here the electronic free energy. The model displays the mechanism; nothing is claimed about the stability of the simple-cubic structure.

To compare the alpha pressure with the others, each term is differentiated at fixed plane-wave integers. The free energy is stationary with respect to orbital coefficients and occupations, so these may be held fixed. Then $N(\mathbf G)$, the Fourier integral of the density over the cell, is fixed too, while $G^2\propto\Omega^{-2/3}$.

- The kinetic energy $T$ scales as $\Omega^{-2/3}$ and gives $\Omega P=2T/3$.
- The Hartree energy, $(2\pi/\Omega)\sum'|N(\mathbf G)|^2/G^2$, scales as $\Omega^{-1+2/3}=\Omega^{-1/3}$ and gives $E_H'/3$. The Ewald energy is an inverse length and gives $E_{\rm Ewald}/3$.
- For exchange-correlation, $E_{xc}=\Omega\langle n\varepsilon_{xc}\rangle$, where the brackets are a cell average and $n\propto1/\Omega$ at fixed relative position. Thus $dE_{xc}/d\Omega=\langle n\varepsilon_{xc}\rangle-\langle nv_{xc}\rangle$, and $\Omega P=\int nv_{xc}\,d^3r-E_{xc}$.
- A local term $e(\mathbf G)\propto\Omega^{-1}G^{-2}e^{-G^2\sigma^2/2}$ has the logarithmic derivative $d\ln|e|/d\ln\Omega=-1+\frac23\left(1+\frac12G^2\sigma^2\right)=-\frac13(1-G^2\sigma^2)$. It gives $\Omega P=e(\mathbf G)(1-G^2\sigma^2)/3$.

The full calculation has its equilibrium at $a=3.54$ Å, with $\Omega_0=44.33$ Å$^3$. These values and those derived from them are for a $10^3$ $k$-point mesh; a $16^3$ mesh lowers $\Omega_0$ by 0.01 Å$^3$ and raises $P_\alpha$ below by 0.01 GPa or less. From $\alpha=73.29$ eV Å$^3$,

$$E_\alpha=\frac{73.29}{44.33}=1.653\ \text{eV},\qquad P_\alpha=\frac{1.653}{44.33}=0.0373\ \text{eV/Å}^3,$$

or 5.97 GPa. The pressure terms at this volume are:

| Term | eV/Å$^3$ |
|---|---:|
| kinetic | 0.0287 |
| Hartree | 0.0003 |
| exchange-correlation | −0.0255 |
| local, $\mathbf G\ne0$ | 0.0026 |
| Ewald | −0.0434 |
| alpha Z | 0.0373 |

They add up to zero. The alpha term is the largest positive entry. Without it the crystal at 3.54 Å is under a computed pressure of $-0.0373$ eV/Å$^3$ and contracts. The truncated minimum lies at $a=1.40$ Å, an error of about $-60.5$ percent relative to the full lattice constant. Between the two volumes the supposed constant changes from 1.65 to about 26.9 eV. The last digits depend on the mesh, because $kT$ is small next to $E_F$ at this density: the $10^3$ mesh gives 1.398 Å, $-60.5$ percent and 26.84 eV, while converged sampling of the nearly uniform gas gives 1.396 Å, $-60.6$ percent and 26.94 eV.

The linear estimate cannot describe this. The derivative of the pressure at $\Omega_0$ gives $B=0.0271$ eV/Å$^3$ (a secant over $\pm2$ percent in $a$ gives 0.0273). With this value the estimate is

$$\frac{\delta\Omega}{\Omega_0}\approx-\frac{0.0373}{0.0271}\approx-1.4,$$

a negative final volume. The corresponding $\delta a/a$, about $-46$ percent, looks harmless but has no better foundation. The truncated modulus at $\Omega_0$ is $0.0271-2(0.0373)=-0.0475$ eV/Å$^3$, so the truncated curve is not even convex there.

The position of the false minimum can be understood from the table. At small $a$ the factor $e^{-G^2\sigma^2/2}$ suppresses the remaining local potential: for the shortest $G=2\pi/a$ it is 0.28 at 3.54 Å and $3\times10^{-4}$ at 1.40 Å. The electrons then become nearly uniform, and the Hartree and local terms can be neglected. The Ewald pressure scales exactly as $a^{-4}$. For a uniform degenerate gas the kinetic pressure scales as $a^{-5}$ and the exchange pressure as $a^{-4}$. As a rough first step these powers are applied to the kinetic and exchange-correlation entries of the table, although those belong to a nonuniform density with smeared occupations and include correlation. With $x=a/(3.54\ \text{Å})$, balance requires

$$0.0287\,x^{-5}=(0.0255+0.0434)\,x^{-4},\qquad x=\frac{0.0287}{0.0689}=0.417,$$

or $a\approx1.48$ Å, about 6 percent above the computed 1.40 Å. Using uniform-gas values instead, with $n=1/\Omega_0$, the kinetic pressure is $\frac25nE_F$ with $E_F=\frac12(3\pi^2n)^{2/3}$, or 0.0263 eV/Å$^3$. The exchange pressure is $\frac13n\varepsilon_x$ with $\varepsilon_x=-\frac34(3n/\pi)^{1/3}$, or $-0.0226$ eV/Å$^3$. Neglecting correlation, $x=0.0263/(0.0226+0.0434)=0.398$ and $a\approx1.41$ Å. The core width $\sigma$ does not enter this uniform-gas balance. In this model the alpha term carries most of the information about the size of the ion, and without it the crystal shrinks until the kinetic pressure stops it.

The size of the error found here is specific to this model. In another material the ratio $E_\alpha/(\Omega_0B)$ must be evaluated for the pseudopotential in use.

## Numerical check and remedy

The numerical check tests the two halves of the analysis separately. For two unlike ions with neutralizing electron clouds, a short-ranged real-space sum exceeds the standard sum without alpha by 1.606 eV. This is the predicted $E_\alpha$, and it is unchanged when one atom and its cloud are moved by 0.37 Å. For the model crystal at $a=3.20$ Å, the energy is computed from the total neutral charge density, without alpha. Its numerical volume derivative gives a pressure of 0.0142 eV/Å$^3$, in agreement with the full formula; the truncated formula gives $-0.0541$ eV/Å$^3$.

The calculations under review need not be repeated. Since the orbitals are unaffected, it is enough, wherever the term is missing, to add $N\sum_a\alpha_a/\Omega$ to the energy at each volume, add $E_\alpha/\Omega$ to each pressure, and locate the minimum again. If the corrected minimum lies outside the range of volumes already computed, further volumes are required. The conclusion that the term is irrelevant should be restricted to forces, densities and energy differences at fixed volume and composition.

## Values computed for the example and the checks

```
TWO-ION TEST
cell edge: 4.7626 angstrom
predicted E_alpha: 1.606059 eV
missing energy, first position: 1.606059 eV
missing energy, atom moved: 1.606059 eV
atom displacement: 0.3704 angstrom
MODEL CRYSTAL
ionic charge Z: 1
sigma: 0.900 angstrom
smearing kT: 0.250 eV
alpha: 73.2853 eV angstrom^3
PRESSURE TEST
lattice constant: 3.200 angstrom
energy, standard sum: -6.470419 eV
energy, neutral density: -6.470419 eV
pressure from energy slope: 0.014200 eV/angstrom^3
pressure formula, full: 0.014200 eV/angstrom^3
pressure formula, alpha omitted: -0.054052 eV/angstrom^3
E_alpha/Omega: 0.068252 eV/angstrom^3
EQUILIBRIUM
lattice constant, full: 3.539 angstrom
lattice constant, alpha omitted: 1.398 angstrom
relative lattice error: -60.5 percent
volume, full: 44.333 angstrom^3
volume, alpha omitted: 2.730 angstrom^3
E_alpha at full equilibrium: 1.6530 eV
E_alpha at false equilibrium: 26.8414 eV
PRESSURE TERMS AT FULL EQUILIBRIUM
kinetic: 0.028715 eV/angstrom^3
Hartree: 0.000256 eV/angstrom^3
exchange-correlation: -0.025462 eV/angstrom^3
local, G not 0: 0.002602 eV/angstrom^3
Ewald: -0.043397 eV/angstrom^3
alpha Z: 0.037287 eV/angstrom^3
sum: -0.000000 eV/angstrom^3
alpha pressure converted: 5.974 GPa
bulk modulus: 0.02734 eV/angstrom^3
linear estimate of lattice error: -45.5 percent
CONVERGENCE
energy change, 57 to 93 plane waves: -0.0012 meV
full lattice constant, 12^3 mesh: 3.539 angstrom
omitted-alpha lattice constant, 12^3 mesh: 1.397 angstrom
```
